# Why direct transitions can bend silicon–silica photoemission cube-root plots

## Which photon energies may enter the barrier fit?

Before the intercept of a cube-root photoemission plot is used as the silicon–silica barrier in a tunnelling or injection calculation, one must decide which photon energies to fit. The points well above threshold have the best signal, but they may lie beyond a bend. In the example below, which leaves out tunnelling and the field inside the silicon, a line through them gives a barrier 0.06 eV too high, although the barrier is the same at every point.

The bend arises because the plot assumes a particular energy distribution of excited electrons. Direct transitions, which conserve crystal momentum, can break that assumption. Strong absorption near 4.3 eV is not enough by itself: what matters is how much of it puts electrons above the barrier. For the field and bands used here, the fitted bend lies near 4.1 eV. The model does not give a sharp upward bend at 4.3 eV, either here or at the two weaker fields discussed below, although at the two nonzero fields the slope rises gently between about 4.3 and 4.5 eV.

## From absorbed light to yield

Atomic units are used in the algebra. Electron energies $E$ are measured from the silicon valence-band top, $\omega$ is the photon energy and $\Phi$ the barrier. The yield $Y$ is the number of electrons entering the oxide per photon entering the silicon.

Let $G(E,\omega)$ be the absorption coefficient per unit final electron energy, and $\alpha$ the total absorption coefficient. Light reaching depth $z$ is reduced by $e^{-\alpha z}$. An electron made there reaches the interface without energy loss with probability $e^{-z/L}$, where $L$ is the escape depth, and then passes with probability $P(E)$. Hence

$$
Y=\int_\Phi^\omega dE\,P(E)G(E,\omega)\int_0^\infty dz\,e^{-(\alpha+1/L)z}
=\frac{L}{1+\alpha L}\int_\Phi^\omega P(E)G(E,\omega)\,dE .
$$

For $P$, take isotropic directions and a parabolic band. Let $K$ be the electron's energy above the conduction minimum and $B$ the barrier height above that minimum, so $K=B+E-\Phi$. Passage requires motion towards the oxide and $K\cos^2\theta>B$. Half of all directions point the right way, and of these the fraction $1-\sqrt{B/K}$ lies inside the cone:

$$
P=\frac12\left(1-\sqrt{\frac{B}{B+E-\Phi}}\right)
\simeq\frac{E-\Phi}{4B}.
$$

The last form uses $(1+u)^{-1/2}\simeq1-u/2$ with $u=(E-\Phi)/B\ll1$.

Now suppose that nondirect processes, in which phonons or disorder relax momentum conservation, give $G=g(\omega-E)$ near the upper edge of the distribution. With $x=\omega-\Phi$ and $u=E-\Phi$,

$$
\int_\Phi^\omega(E-\Phi)G\,dE
=g\int_0^x u(x-u)\,du
=g\left(\frac{x^3}{2}-\frac{x^3}{3}\right)=\frac{gx^3}{6}.
$$

If $\alpha$ and $g$ are constant, $Y^{1/3}$ is a straight line through $\Phi$. The linear edge is essential. For $G=g(\omega-E)^s$, setting $v=x-u$ gives

$$
g\int_0^x(x-v)v^s\,dv
=g\,x^{s+2}\left(\frac1{s+1}-\frac1{s+2}\right)
=\frac{g\,x^{s+2}}{(s+1)(s+2)} .
$$

The cube root then varies as $x^{(s+2)/3}$, which is straight for $s=1$. The cube law is therefore a statement about the electron distribution as well as about the barrier.

## What direct transitions change

A direct transition links valence energy $E_v(\mathbf k)$ to conduction energy $E_c(\mathbf k)$ at one crystal momentum, so $\omega=E_c-E_v$. The photon energy thus selects particular final energies instead of filling a smooth linear edge.

The strength follows from the golden rule. For a vector potential $A_0\mathbf e\cos\omega t$ the coupling is $(A_0/c)\,\mathbf e\cdot\mathbf p\cos\omega t$. Its absorbing half has amplitude $A_0/2c$. With two spins, cell volume $V$ and zone weights $w_{\mathbf k}$ that sum to one, the transition rate per volume is

$$
R=\frac2V\,2\pi\frac{A_0^2}{4c^2}\sum_{vc\mathbf k}w_{\mathbf k}
|\mathbf e\cdot\mathbf p_{cv}|^2\delta(E_c-E_v-\omega).
$$

The absorbed power density is $\omega R$. It also equals $\omega\varepsilon_2\mathcal E_0^2/8\pi$, where the field amplitude is $\mathcal E_0=\omega A_0/c$. Equating the two gives

$$
\varepsilon_2=\frac{8\pi R}{\mathcal E_0^2}
=\frac{8\pi^2}{V\omega^2}\sum_{vc\mathbf k}w_{\mathbf k}
|\mathbf e\cdot\mathbf p_{cv}|^2\delta(E_c-E_v-\omega).
$$

For refractive index $n+i\kappa$, the intensity decays with $\alpha=2\omega\kappa/c$. Since $\varepsilon_2=2n\kappa$, this is $\alpha=\omega\varepsilon_2/(nc)$. Each transition carries its share of $\alpha$, so the direct source of escaping electrons is

$$
S_{\rm dir}=\frac{\omega}{nc}\,\frac{8\pi^2}{V\omega^2}
\sum_{E_c>\Phi}w_{\mathbf k}|\mathbf e\cdot\mathbf p_{cv}|^2
(E_c-\Phi)\,\delta(E_c-E_v-\omega),
$$

and the full yield is

$$
Y=\frac{L}{4B(1+\alpha L)}\left[\frac{gx^3}{6}+S_{\rm dir}(\omega)\right].
$$

Absorption into states below $\Phi$ is missing from the bracket and enters only through $\alpha$. If $\alpha L\ll1$, it hardly matters. If $\alpha L\gg1$, the prefactor tends to $1/(4B\alpha)$, and absorption into low states reduces the yield in full proportion. Strong absorption can thus lower the plot when it feeds low states, or raise it when it feeds states above the barrier.

A simple band edge shows why the second effect can be abrupt. Let $E_v=-k^2/2m_v$ and $E_c=E_0+k^2/2m_c$, with $E_0>\Phi$, and let $1/\mu=1/m_v+1/m_c$. The number of pairs at photon energy $\omega$ is proportional to

$$
\int k^2\,\delta\!\left(\omega-E_0-\frac{k^2}{2\mu}\right)dk
=\mu\sqrt{2\mu(\omega-E_0)} .
$$

The first electrons already have the finite excess $E_0-\Phi$, so for a constant matrix element the added yield $\delta Y$ starts as $\sqrt{\omega-E_0}$. With $Y_0$ the nondirect yield, $(Y_0+\delta Y)^{1/3}\simeq Y_0^{1/3}+\delta Y/(3Y_0^{2/3})$ while $\delta Y\ll Y_0$. The cube root therefore turns up sharply at $E_0$, with a slope that broadening keeps finite. Nothing has happened to $\Phi$.

## How a bend becomes a barrier error

Write $Y=W(\omega)x^3$ and $w=W'/W$. The tangent to $Y^{1/3}$ meets the energy axis at

$$
\Phi_{\rm app}=\omega-\frac{Y^{1/3}}{(Y^{1/3})'}=\omega-\frac{3Y}{Y'} .
$$

Since $Y'/Y=3/x+w$,

$$
\Phi_{\rm app}-\Phi=x-\frac{3x}{3+xw}=\frac{x^2w}{3+xw}.
$$

For $3+xw>0$, a growing $W$ gives too high a barrier and a falling $W$ too low a one. The factor $x^2$ makes points far above threshold the more sensitive to a given $w$.

If the yield is quoted per incident photon, $W$ also contains the fraction $T$ of the light that enters the silicon, which adds $T'/T$ to $w$. If the layers above the silicon do not absorb, $T=1-R$, where $R$ is now the reflectance of the whole stack, and the added term is $-R'/(1-R)$. Reflectance and oxide interference should be removed before a bend is assigned to the electron distribution.

## Size of the effect in a silicon calculation

The oxide field also sets the barrier. An electron at distance $d$ inside the oxide has image energy $-\beta/(4\varepsilon d)$, with $\beta=(\varepsilon_{\rm Si}-\varepsilon)/(\varepsilon_{\rm Si}+\varepsilon)$ and $\varepsilon$ the optical permittivity of the oxide. The field adds $-Fd$. The maximum lies where $\beta/(4\varepsilon d^2)=F$, or $d=\tfrac12\sqrt{\beta/(\varepsilon F)}$. The two terms are then equal, and the lowering is $\sqrt{\beta F/\varepsilon}$.

I take a zero-field barrier of 4.25 eV, permittivities 2.1 and 12.0, and a field of 2 MV/cm. These are rough values for the real interface. The lowering is 0.310 eV, so $\Phi=4.25-0.31=3.94$ eV, held fixed through the photon-energy scan. The escape depth, 10 angstrom, and $g=10^{-3}$ angstrom$^{-1}$ eV$^{-2}$ are chosen parameters.

The silicon bands come from a local empirical pseudopotential, which leaves out spin–orbit coupling, electron–hole attraction and local fields. The optical strengths summed over all conduction bands in the basis return 7.985 valence electrons per cell, against the ideal 8, which tests the prefactor of $\varepsilon_2$.

The main peak of $\varepsilon_2$ in this calculation is at 4.40 eV. At 4.3 eV, directly excited electrons have a mean final energy of 2.44 eV, 1.5 eV below the barrier, and about 2.5% of the direct absorption ends above it. Even so, this small share outweighs the assumed nondirect source at that energy. In the table, $S_{\rm dir}$ is smoothed with a Gaussian of standard deviation 0.03 eV, which gives it a tail below the photon energy where direct escape begins:

| Photon energy (eV) | $gx^3/6$ (eV/angstrom) | $S_{\rm dir}$ (eV/angstrom) | $Y^{1/3}$ |
|---:|---:|---:|---:|
| 4.0 | $3.7\times10^{-8}$ | $2.7\times10^{-11}$ | 0.0031 |
| 4.1 | $6.9\times10^{-7}$ | $4.8\times10^{-7}$ | 0.0097 |
| 4.2 | $2.9\times10^{-6}$ | $1.7\times10^{-5}$ | 0.0248 |
| 4.3 | $7.8\times10^{-6}$ | $4.5\times10^{-5}$ | 0.0339 |
| 4.5 | $2.9\times10^{-5}$ | $1.8\times10^{-4}$ | 0.0533 |

At 4.3 eV, $\alpha=0.0155$ angstrom$^{-1}$ and $B=2.923$ eV, so

$$
Y=\frac{10\,(0.78+4.50)\times10^{-5}}{4(2.923)(1+0.155)}
=3.9\times10^{-5},\qquad Y^{1/3}=0.034 .
$$

Without the direct source, but with the same barrier and $\alpha$, the cube root is 0.018. The direct channel nearly doubles it.

The change is mainly in the number of electrons above the barrier. The direct absorption into such states is about $0.0155\times0.0255=4.0\times10^{-4}$ angstrom$^{-1}$, with mean excess energy $4.5\times10^{-5}/4.0\times10^{-4}=0.11$ eV. The nondirect channel supplies $gx^2/2=6.5\times10^{-5}$ angstrom$^{-1}$ with mean excess $x/3=0.12$ eV. The direct electrons are about six times as many, at similar excess energy.

Loss of light acts the other way and is weak here. With the direct source off, the rise of $\alpha$ from its value at 4.0 eV lowers the cube root at 4.3 eV by 2.0%.

## Where the bend falls

The lowest photon energy found for direct escape is 4.11 eV, already 0.17 eV above the barrier. Between 4.1 and 4.2 eV the mean slope of the cube root is 0.15 eV$^{-1}$; between 4.2 and 4.3 eV it is 0.09 eV$^{-1}$. The plot turns up and then partly relaxes. The simple band edge explains only part of this. The fourth conduction band, which starts from a level at 4.17 eV at the zone centre, supplies a little over half of $S_{\rm dir}$ at 4.2 eV. Nearly all the rest comes from the third conduction band, where the barrier itself cuts off the final states.

A line fitted from 3.97 to 4.07 eV has slope 0.053 eV$^{-1}$ and meets the axis at 3.94 eV. A line fitted from 4.4 to 4.7 eV has slope 0.107 eV$^{-1}$ and meets it at 4.00 eV. The lines cross at 4.06 eV. With the direct source off, the upper window returns 3.94 eV.

The tangent formula accounts for this error. From 4.4 to 4.7 eV, $Y^{1/3}$ rises from 0.0430 to 0.0745 and $x$ from 0.46 to 0.76 eV. As $W^{1/3}=Y^{1/3}/x$, the mean $w$ is

$$
w\simeq\frac{3}{0.3}\ln\frac{0.07446/0.76}{0.04302/0.46}\simeq0.47\ {\rm eV}^{-1}.
$$

At the middle, $x=0.61$ eV, the predicted shift is $0.61^2(0.47)/(3+0.61\times0.47)=0.05$ eV, close to the fitted 0.06 eV. The error is modest although the slope doubles, because over this window the direct source itself grows as about $x^{3.3}$, not far from a cube.

The strength $g$ was chosen, not calculated, so its effect must be checked. At fixed barrier, raising it from $3\times10^{-4}$ to $10^{-2}$ angstrom$^{-1}$ eV$^{-2}$ moves the crossing from 4.04 to 4.11 eV and reduces the upper-window error from 0.065 to 0.029 eV. The top value is extreme: if the linear edge continued down to the conduction minimum, its absorption at 4.3 eV would be $0.01\,(4.3-1.017)^2/2=0.054$ angstrom$^{-1}$, more than three times the calculated total.

None of these crossings is at 4.3 eV, and the absorption peak does not mark the bend. A weaker field, which raises the barrier, does not produce a sharp bend there either. At 0.5 MV/cm, where $\Phi$ is about 4.10 eV, a line fitted well above the barrier is less steep than one fitted just above it, because the lower window contains the zone-centre opening at 4.17 eV. Past that opening the local slope falls to about 0.06 eV$^{-1}$ near 4.3 eV and then rises gently to about 0.08 eV$^{-1}$ by 4.45 eV; direct escape through the third band opens in this range, at about 4.33 eV. At zero field direct escape opens at about 4.26 eV, only 0.01 eV above the barrier, and no separate lower line remains. This model therefore does not explain a sharp upward bend at 4.3 eV.

## Comparison with a real interface

The barrier, permittivities and field are in the range of real silicon–silica structures; the single escape depth and isotropic directions are simplifications. Real silicon also has a field near the interface. With rough static permittivities of 3.9 and 11.7, and the field in the silicon taken as uniform, with no screening by carriers at the interface, the potential drops by 0.067 eV over one escape depth. Electrons that reach the interface without loss start at a mean depth $L/(1+\alpha L)$, about 9 angstrom here. When the field draws electrons into the oxide, they gain on average about 0.06 eV on the way. For this uniform field the intercepts fall by more than the mean gain, because electrons from greater depth gain more and count most near threshold. Averaging the yield over depth, still without tunnelling, lowers the upper-window intercept by 0.08 to 0.09 eV and the lower-window one by about 0.2 eV. Both shifts are larger than the fitting error above and opposite in sign. They overstate the effect where carriers screen the field. A classical accumulation layer at 300 K, with surface field $F_s$ in the silicon, gives the gain $2kT\ln(1+F_sz/2kT)$, screened over about 8 angstrom; the shifts are then only about 0.045 and 0.02 eV. Quantum confinement, which thickens the layer, was not included. Near its top the barrier is an inverted parabola of curvature $C=\beta/(2\varepsilon d^3)$, for which the transmission is $1/(1+e^{-\Delta/\delta})$ at energy $\Delta$ above the top, with $\delta=\sqrt{C/m}/2\pi$. This tunnelling width $\delta$ is about 0.045 eV for an assumed mass $m$ of half the free-electron mass, and the thermal energy at 300 K is 0.026 eV. Tunnelling does more than blur the region below the bend. With the parabolic barrier and no field in the silicon, it raises the yield at 4.0 eV from $3\times10^{-8}$ to about $1.5\times10^{-6}$. The lower-window intercept falls to about 3.8 eV and the upper one to about 3.96 eV. Well below the top the parabola lets too many electrons through: a semiclassical transmission for the full image barrier gives a yield of about $1.0\times10^{-6}$ and a lower-window intercept of about 3.84 eV. The upward bend remains, but the 0.06 eV error belongs to the model with a sharp barrier and is not a correction to apply to measured data.

The numerical errors of the cube root were checked at 4.5 eV, where a coarser mesh changes it by 0.7% and a slightly larger plane-wave set by 3.0%. Going from 89 to 283 plane waves raises it by 3 to 4% at 4.5 eV, 7 to 8% at 4.2 eV and about 15% at 4.1 eV, raises the conduction minimum by 0.04 eV and lowers the upper-window intercept by about 0.01 eV. It also lowers the zone-centre level from 4.17 to 4.14 eV, the opening of direct escape from 4.11 to 4.10 eV and the crossing of the two lines by about 0.02 eV. With 169 plane waves the peak of $\varepsilon_2$ moves from 4.40 to about 4.42 eV. Integrating along rays from the zone centre instead of on the mesh lowers $S_{\rm dir}$ by about 20% at 4.1 eV and 10% at 4.2 eV and raises the upper-window intercept and the crossing by about 0.01 eV. At 0.5 eV above the barrier, the linear escape law exceeds the cone formula by 13%, or about 4% in the cube root. Using the cone formula instead lowers the upper-window intercept by about 0.01 eV. The errors of the pseudopotential bands and of the isotropic escape model were not measured, and they could move the bend.

## What to do with measured data

First convert the yield to photons entering the silicon. Then fit several windows at one fixed field. A drift of the intercept with the window shows that $w$ is not zero, and the barrier should not be taken from the best-looking upper line.

If enough signal remains below the bend, fit there and include thermal broadening, tunnelling and the field inside the silicon. A straight line is not enough there, because tunnelling, and the silicon field where it is weakly screened, can each shift its intercept by about 0.1 eV or more. In the example this region is less than 0.2 eV wide, and without tunnelling the yield at 4.0 eV is only about $3\times10^{-8}$. If the signal is too weak, fit the full expression, extended to include the same effects, with a calculated $S_{\rm dir}(\omega;\Phi)$, recomputed for each trial barrier, and report how the result changes with $g$.

A field series helps, with one caution. If the direct channel opens at a band edge whose final energy stays above $\Phi$ at every field used, that opening stays at fixed photon energy while the threshold moves. If the barrier itself cuts off the final states, the opening moves too. A moving bend therefore does not rule out direct transitions. The numerical output below gives the remaining values.

## Table of computed values

```
zero-field barrier 4.25 eV; field 2.0 MV/cm
optical permittivity oxide 2.1, silicon 12.0; beta 0.702
image lowering 0.310 eV; barrier PHI 3.940 eV
escape depth L 10 angstrom; lattice 5.43 angstrom
form factors (Ry): {3: -0.2241, 8: 0.0551, 11: 0.0724}
plane waves 89; electron count 7.985 (ideal 8)
Gamma conduction levels (eV): [3.333 3.333 3.333 4.169]
conduction minimum 1.017 eV; B = 2.923 eV
eps2 peak 4.40 eV (Gaussian width 0.10 eV)
mean final energy at 4.3 eV photons 2.44 eV
share of direct absorption above PHI at 4.3 eV 2.55 %
lowest photon energy for direct escape 4.111 eV
nondirect g 1.0e-03 1/(angstrom eV^2); source width 0.03 eV
photon eV | alpha 1/A | nondirect eV/A | direct eV/A | root | root off
4.0 | 0.0086 | 3.66e-08 | 2.68e-11 | 0.00307 | 0.00306
4.1 | 0.0099 | 6.87e-07 | 4.80e-07 | 0.00965 | 0.00811
4.2 | 0.0122 | 2.94e-06 | 1.71e-05 | 0.02478 | 0.01308
4.3 | 0.0155 | 7.80e-06 | 4.50e-05 | 0.03393 | 0.01794
4.4 | 0.0190 | 1.63e-05 | 9.45e-05 | 0.04302 | 0.02269
4.5 | 0.0207 | 2.93e-05 | 1.84e-04 | 0.05327 | 0.02749
4.6 | 0.0205 | 4.80e-05 | 3.30e-04 | 0.06449 | 0.03242
4.7 | 0.0198 | 7.33e-05 | 5.05e-04 | 0.07446 | 0.03740
line fits: low window PHI+0.03 to PHI+0.13, high 4.4 to 4.7 eV
g 3e-04: thresholds 3.946, 4.005 eV; slopes 0.0381, 0.1046 1/eV; crossing 4.040 eV
g 1e-03: thresholds 3.942, 4.000 eV; slopes 0.0527, 0.1070 1/eV; crossing 4.056 eV
g 3e-03: thresholds 3.940, 3.988 eV; slopes 0.0740, 0.1133 1/eV; crossing 4.079 eV
g 1e-02: thresholds 3.940, 3.969 eV; slopes 0.1096, 0.1315 1/eV; crossing 4.114 eV
direct source off: high-window threshold 3.940 eV
source off, alpha flat: 3.940 eV
root change at 4.3 eV from changed alpha alone -2.02 %
root shift at 4.5 eV, mesh 40 to 28: 0.66 %
root shift at 4.5 eV, larger plane-wave set: 3.02 %
alpha shift at 4.3 eV, mesh 20 to 14: 1.08 %
neglected: silicon potential drop over L 0.067 eV
neglected: tunnelling width (mass 0.5) 0.045 eV
neglected: thermal energy 300 K 0.026 eV
escape 0.5 eV above PHI: cone 0.0380, linear 0.0428
```
